# Parallel conductance of an interface-trap continuum and its peak

## What dimensions and symmetry fix

Interface traps in a MOS capacitor exchange charge with the semiconductor at a finite rate. Under an ac surface potential their charge lags, and the lag appears as a conductance \(G_p\) per unit area. Let the traps have a density \(D_{it}\) per unit area and energy, uniform in energy, and let them act independently at a given surface potential. The response is then proportional to \(D_{it}\). Suppose also that their kinetics contain one time \(\tau\), and that the band edges are too far from the Fermi level to matter.

The quantity \(G_p/\omega\) is a capacitance per area, and so is \(q^2D_{it}\), where \(q>0\) is the elementary charge. The thermal energy \(kT\) is the one remaining energy, so it has no partner with which to form a dimensionless ratio. Therefore

\[
\frac{G_p}{\omega}=q^2D_{it}\,F(x),\qquad x=\omega\tau .
\]

A real voltage produces a real current, so the admittance obeys \(Y(-\omega)=Y^*(\omega)\). Its real part is even in \(\omega\), and \(F\) is odd. At low frequency the traps follow without lag, and at high frequency they cannot follow at all, so \(F\) vanishes at both ends and has a maximum between them. The position of that maximum is a pure number. Finding it requires the kinetics.

## Model and conventions

The substrate is n-type and biased in depletion. Time dependence is \(e^{j\omega t}\). The surface potential \(\psi_s\) is positive when it attracts electrons, and \(\delta\psi_s\) is its total ac part, including the potential due to the trapped charge itself. It is the same over the whole gate area.

Traps exchange electrons with the conduction band; exchange with the valence band is neglected. The dc surface electron density is \(n_s\), the electrons are nondegenerate, and they stay in equilibrium with the bulk during the ac cycle. The capture coefficient \(c_n\) is independent of energy. The time in \(x\) is

\[
\tau=\frac{1}{c_n n_s}.
\]

A level at energy \(E\) has equilibrium occupancy \(f_0=1/[1+e^{(E-E_F)/kT}]\), with any degeneracy factor absorbed in \(E\).

## First derivation: the driven rate equation

The occupancy \(f\) of a level rises by capture and falls by emission:

\[
\frac{df}{dt}=c_n n_s(t)\,(1-f)-e_n f .
\]

The emission rate \(e_n\) is constant in time, because the trap energy is fixed relative to the conduction band edge at the surface. At equilibrium the two terms balance, which gives \(e_n=c_nn_s(1-f_0)/f_0\).

A small \(\delta\psi_s\) changes the Boltzmann factor of the surface electrons, so \(\delta n_s/n_s=q\,\delta\psi_s/kT\). Keeping first-order terms,

\[
j\omega\,\delta f=c_n\,\delta n_s\,(1-f_0)-(c_nn_s+e_n)\,\delta f .
\]

The total relaxation rate is

\[
c_nn_s+e_n=\frac1\tau\left(1+\frac{1-f_0}{f_0}\right)=\frac{1}{\tau f_0}.
\]

Each level thus relaxes in the time \(\tau f_0\), which is at most \(\tau\) and equals \(\tau/2\) at the Fermi level. Collecting \(\delta f\) and multiplying by \(\tau f_0\),

\[
\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,\frac{q\,\delta\psi_s}{kT}.
\]

Extra trapped electrons are balanced by positive charge \(\delta Q=qD_{it}\int\delta f\,dE\) on the gate side. The trap admittance is \(Y_{it}=j\omega\,\delta Q/\delta\psi_s\), or

\[
Y_{it}=j\omega\,\frac{q^2D_{it}}{kT}\int\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,dE .
\]

Differentiating the Fermi function gives \(df_0=-f_0(1-f_0)\,dE/kT\). As \(E\) increases, \(f_0\) falls from 1 to 0; reversing the limits absorbs the minus sign. Hence

\[
Y_{it}=j\omega q^2D_{it}\int_0^1\frac{df_0}{1+jxf_0}
=\frac{q^2D_{it}}{\tau}\ln(1+jx).
\]

The number \(1+jx\) has modulus \(\sqrt{1+x^2}\) and phase \(\arctan x\), so its logarithm is \(\tfrac12\ln(1+x^2)+j\arctan x\). Writing \(Y_{it}=G_p+j\omega C_{it}\) and dividing by \(\omega\),

\[
\boxed{\frac{G_p}{\omega}=q^2D_{it}\,\frac{\ln(1+x^2)}{2x}},\qquad
C_{it}=q^2D_{it}\,\frac{\arctan x}{x}.
\]

At fixed \(\tau\) the temperature has cancelled: the number of active traps grows as \(kT\), while the response of each falls as \(1/kT\). The peak frequency still depends on temperature, because \(\tau\) contains \(n_s\).

## Second derivation: equilibrium fluctuations

The same conductance follows from the random filling and emptying of traps with no ac voltage applied. Let \(m(t)\), equal to 0 or 1, be the instantaneous occupancy of one level, with mean \(f_0\).

Hold the surface potential at \(\psi_s+\delta\psi_s\) until equilibrium is reached, and release it at \(t=0\). While it is held, the trap energy is lowered by \(q\,\delta\psi_s\) relative to the bulk Fermi level. The statistical weight of the initial state therefore carries an extra factor \(e^{a m(0)}\), with \(a=q\,\delta\psi_s/kT\). After the release the motion is that of the undisturbed system. To first order in \(a\), with averages taken in the undisturbed equilibrium,

\[
\frac{\langle m(t)e^{am(0)}\rangle}{\langle e^{am(0)}\rangle}
\simeq\bigl[f_0+a\langle m(t)m(0)\rangle\bigr](1-af_0)
\simeq f_0+a\,C(t),
\]

where \(C(t)=\langle m(t)m(0)\rangle-f_0^2\) is the correlation function of the fluctuations.

To find \(C\), note that the product \(m(t)m(0)\) is nonzero only if the trap starts full, which has probability \(f_0\). Let \(p(t)\) be the probability that a trap full at \(t=0\) is full at \(t\). With constant rates, \(p\) relaxes from 1 to \(f_0\) at the rate \(c_nn_s+e_n=1/(\tau f_0)\). Thus

\[
C(t)=f_0\,[p(t)-f_0]=f_0(1-f_0)\,e^{-t/(\tau f_0)} .
\]

For a general weak drive \(a(t)\), linearity and causality give \(\delta f(t)=\int_0^\infty R(s)\,a(t-s)\,ds\). A drive held constant until \(t=0\) and then removed gives \(\delta f(t)=a\int_t^\infty R(s)\,ds\). Comparison with \(aC(t)\) shows that \(R=-dC/ds\). There is no instantaneous part, since finite rates do not let the mean occupancy jump. For a sinusoidal drive, integration by parts yields

\[
\frac{\delta f}{a}=-\int_0^\infty\frac{dC}{ds}\,e^{-j\omega s}ds
=C(0)-j\omega\int_0^\infty C(s)\,e^{-j\omega s}ds .
\]

The admittance of one level is \(j\omega(q^2/kT)\,\delta f/a\). The term with \(C(0)\) is purely capacitive. In the other, \(j\omega(-j\omega)=\omega^2\), so the conductance of one level is

\[
\frac{\omega^2q^2}{kT}\int_0^\infty C(s)\cos\omega s\,ds
=\frac{\omega^2q^2}{kT}\,f_0(1-f_0)\,\frac{\tau f_0}{1+x^2f_0^2}.
\]

Here the integral of \(e^{-s/T_r}\cos\omega s\) is the real part of \(1/(1/T_r+j\omega)\), which is \(T_r/(1+\omega^2T_r^2)\), with \(T_r=\tau f_0\). Summing over levels and changing the variable from \(E\) to \(f_0\) as before,

\[
G_p=\omega^2q^2D_{it}\,\tau\int_0^1\frac{f_0\,df_0}{1+x^2f_0^2}
=\omega^2q^2D_{it}\,\tau\,\frac{\ln(1+x^2)}{2x^2}.
\]

Since \(x^2=\omega^2\tau^2\), this is \(q^2D_{it}\ln(1+x^2)/(2\tau)\), and division by \(\omega\) reproduces the boxed result.

## What each derivation assumes

Both use a uniform trap density, one capture coefficient, independent traps at a given \(\psi_s\), and an undisturbed state in thermal equilibrium. They differ in how the voltage enters.

The first derivation specifies how the voltage changes the rates: it modulates capture and leaves emission alone. The second needs only the energy shift of a filled trap and the rates at fixed bias. They agree because the division between capture and emission drops out at first order. If both rates were modulated, the driving term would be

\[
c_nn_s(1-f_0)\,\delta\ln(c_nn_s)-e_nf_0\,\delta\ln e_n .
\]

The two prefactors are equal by detailed balance, so only the difference of the logarithmic changes matters. Equilibrium at the shifted potential fixes that difference at \(q\,\delta\psi_s/kT\).

The second derivation is tied to first order in the drive. The rate equation can be integrated at any amplitude. With \(n_s(t)=n_s\exp(q\,\delta\psi_s(t)/kT)\) and an ac amplitude of \(kT/q\), the computed loss at the small-signal peak frequency is 0.369 in units of \(q^2D_{it}\), against 0.402 for a weak signal. That is about 8% below the weak-signal value, so the amplitude should be well below \(kT/q\).

## The maximum

Differentiating \(F=\ln(1+x^2)/(2x)\),

\[
F'(x)=\frac{1}{2x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].
\]

With \(s=x^2\), the bracket is \(h(s)=2s/(1+s)-\ln(1+s)\), and

\[
h'(s)=\frac{2}{(1+s)^2}-\frac{1}{1+s}=\frac{1-s}{(1+s)^2}.
\]

The bracket starts at zero, rises until \(s=1\), then falls without bound. It has one positive root, where \(F'\) changes from positive to negative. This is the only maximum.

To solve for the root, set \(u=1+x^2\). The condition becomes \(\ln u=2-2/u\), or \(u=e^2e^{-2/u}\). With \(v=-2/u\), this is \(ve^v=-2e^{-2}\). The root \(v=-2\) corresponds to \(x=0\). The other real root lies on the principal Lambert branch \(W_0\), the inverse of \(ve^v\) for \(v\ge-1\). Hence

\[
x_p=\sqrt{-\frac{2}{W_0(-2e^{-2})}-1}=1.980 .
\]

Replacing the logarithm in \(F\) by \(2x_p^2/(1+x_p^2)\) gives the height

\[
F(x_p)=\frac{x_p}{1+x_p^2}=0.4024 .
\]

The number 1.98 belongs to \(\tau=1/(c_nn_s)\). In terms of the relaxation time \(\tau/2\) of a trap at the Fermi level, the same peak lies at 0.990.

A single level, with \(y=\omega\tau f_0\), has a loss \(y/(1+y^2)\) relative to its low-frequency capacitance. It peaks at \(y=1\) with height 1/2, so on the \(x\) scale its peak is at \(x=1/f_0>1\). Every level's loss is still rising at \(x=1\), which is why the continuum peak must lie higher.

The spread of relaxation times also broadens the curve. The half-maximum points of a single level satisfy \(y^2-4y+1=0\), and their frequency ratio is \((2+\sqrt3)^2=13.93\). For the continuum they are \(x=0.440\) and \(x=12.6\), a ratio of 28.7.

At low frequency \(F\simeq x/2\). At high frequency \(F\simeq(\ln x)/x\), which falls more slowly than the \(1/y\) tail of a single level. The logarithm comes from levels with \(f_0\) between about \(1/x\) and 1, each contributing about \(1/(xf_0)\) to the integral over \(f_0\).

## When the peak moves

At the peak, 94.6% of the loss comes from levels within \(3kT\) of the Fermi level, so \(D_{it}\) must be nearly uniform over that range. If it varies as \(\exp[0.1(E-E_F)/kT]\), the peak moves to \(x=2.21\); with the opposite slope it moves to 1.80.

The direction follows from the derivative of one level's contribution, which at \(x_p\) is positive for \(f_0<1/x_p\) and negative above. These contributions cancel for uniform \(D_{it}\). A density rising with energy favours small \(f_0\), so the total is still increasing at \(x_p\).

A finite conduction band edge cuts the integral off at a smallest occupancy \(f_{min}\), and the logarithm becomes \(\ln[(1+x^2)/(1+x^2f_{min}^2)]\). The relative correction is \(\ln(1+x^2f_{min}^2)/\ln(1+x^2)\). It is negligible when \(f_{min}\ll1\), which nondegenerate electrons ensure, and \(xf_{min}\ll1\), and it grows at higher frequency. On the other side, distance from the valence band edge is not enough. A level exchanges holes at the rate \(c_pp_s/(1-f_0)\), where \(p_s\) is the surface hole density and \(c_p\) the hole capture coefficient, and neglecting this requires \(c_pp_s\ll c_nn_s\). For comparable capture coefficients the surface Fermi level must lie several \(kT\) above midgap, so the result fails as the bias approaches weak inversion.

If \(n_s\) varies across the gate, different patches have different \(\tau\). For patches in parallel under the same \(\delta\psi_s\), the measured loss is an average of \(F\). It cannot exceed \(0.402\,q^2D_{it}\), so a density deduced from the uniform-surface peak height is then too low.

## Removing the oxide, with numbers

The traps are in parallel with the depletion capacitance \(C_D\), and this combination is in series with the oxide capacitance \(C_{ox}\). Series resistance of the substrate and contacts and leakage through the oxide are taken as negligible; in a real device they add to the measured conductance and must be removed first. Let the terminal admittance be \(Y_m=G_m+j\omega C_m\). Subtracting the oxide impedance gives the semiconductor admittance

\[
Y_s=\frac{j\omega C_{ox}(G_m+j\omega C_m)}{j\omega(C_{ox}-C_m)-G_m}.
\]

Multiply numerator and denominator by the conjugate of the denominator. The real part of the numerator is \(\omega^2C_{ox}C_mG_m+\omega^2C_{ox}(C_{ox}-C_m)G_m=\omega^2C_{ox}^2G_m\), so

\[
\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.
\]

Take round model parameters: \(T=300\) K, doping \(10^{16}\) cm⁻³, band bending 0.25 V, \(c_n=10^{-8}\) cm³/s, \(D_{it}=10^{11}\) cm⁻² eV⁻¹, \(C_{ox}=350\) nF/cm² and \(C_D=60\) nF/cm². With \(kT/q=0.025852\) V,

\[
n_s=10^{16}\,e^{-0.25/0.025852}=6.31\times10^{11}\ \text{cm}^{-3},
\]

\[
\tau=\frac{1}{10^{-8}\times6.31\times10^{11}}\ \text{s}=158\ \mu\text{s}.
\]

The peak is at \(\omega=1.980/\tau=1.25\times10^4\) rad/s, a frequency of 1.99 kHz. For \(D_{it}\) per eV, \(q^2D_{it}\) in F/cm² is numerically the elementary charge in coulombs times \(D_{it}\), here 16.02 nF/cm². The peak height is \(0.4024\times16.02=6.45\) nF/cm².

At this frequency the terminals show \(C_m=57.654\) nF/cm² and \(G_m/\omega=4.499\) nF/cm². Dividing the numerator and denominator of the extraction formula by \(\omega^2\),

\[
\frac{G_p}{\omega}=\frac{350^2\times4.499}{4.499^2+(350-57.654)^2}=6.447\ \text{nF/cm}^2 .
\]

Multiplication by \(1/0.40237=2.485\) returns 16.02 nF/cm², and hence \(D_{it}=1.00\times10^{11}\) cm⁻² eV⁻¹.

The uncorrected \(G_m/\omega\) peaks at \(x=2.07\), with height 4.50 nF/cm². To see why it peaks later, write \(g=G_p/\omega\) and \(C=C_D+C_{it}\). The series circuit gives

\[
\frac{G_m}{\omega}=\frac{C_{ox}^2\,g}{(C_{ox}+C)^2+g^2}.
\]

At the maximum of \(g\) the numerator is stationary, but \(C_{it}\) is still falling with frequency. The denominator therefore decreases, and \(G_m/\omega\) continues to rise. The value 1.98 applies to the conductance after the oxide impedance has been subtracted. It was derived for a uniform surface potential, a uniform trap density, a capture coefficient independent of energy, negligible hole exchange and negligible series resistance, and a departure from any of these generally moves the peak. The numerical output also compares \(G_p/\omega\) and \(C_{it}\) with a time integration of the rate equations at five frequencies.

## Table of computed values

```
peak omega*tau, closed form: 1.98029
peak omega*tau, energy integral: 1.98029
peak height / (q^2 Dit): 0.40237
inverse of peak height factor: 2.4853
peak omega*(tau/2), Fermi-level trap time: 0.9901
omega*tau | Gp/(omega q^2 Dit) sim, formula | Cit/(q^2 Dit) sim, formula
  0.500 | 0.2231, 0.2231 | 0.9273, 0.9273
  1.000 | 0.3466, 0.3466 | 0.7854, 0.7854
  1.980 | 0.4024, 0.4024 | 0.5571, 0.5571
  5.000 | 0.3258, 0.3258 | 0.2747, 0.2747
 10.000 | 0.2308, 0.2308 | 0.1471, 0.1471
simulated peak-point loss, ac amplitude kT/q: 0.3690
continuum half-maximum points omega*tau: 0.440, 12.616
half-maximum frequency ratio, continuum: 28.66
half-maximum frequency ratio, single level: 13.93
single-level peak height / its capacitance: 0.5000
share of peak loss from |E-EF| < 3 kT: 94.6 %
Dit ~ exp(-0.1 (E-EF)/kT): peak omega*tau 1.798, height 0.4233
Dit ~ exp(+0.1 (E-EF)/kT): peak omega*tau 2.206, height 0.3933
T = 300 K, kT/q = 25.852 mV
Dit = 1.0e+11 cm^-2 eV^-1, c_n = 1.0e-08 cm^3/s
doping = 1.0e+16 cm^-3, band bending = 0.25 V
C_ox = 350 nF/cm^2, C_D = 60 nF/cm^2
surface electron density n_s = 6.3123e+11 cm^-3
tau = 158.42 microseconds
q^2 Dit = 16.022 nF/cm^2
peak angular frequency = 1.2500e+04 rad/s
peak frequency = 1989.5 Hz
peak Gp/omega = 6.447 nF/cm^2
terminal C_m at peak = 57.654 nF/cm^2
terminal G_m/omega at peak = 4.499 nF/cm^2
recovered Gp/omega = 6.447 nF/cm^2
recovered Dit = 9.9999e+10 cm^-2 eV^-1
raw G_m/omega peaks at omega*tau = 2.073
raw G_m/omega peak height = 4.502 nF/cm^2
```
